# Spin-echo diffraction: from displacement propagator to pore form factor

When a pulsed-gradient echo curve shows a dip at some wave number \(q\), one has to decide whether the pore size may be read off as \(1/q\). For closed pores, the only case treated here, the answer depends on the pore shape, on the time between the gradient pulses and on their duration, and also on relaxation at the walls and on the spread of pore sizes. The starting point is the relation between the echo and the displacements of the spins.

## The echo as a Fourier transform

Two gradient pulses of vector strength \(\mathbf g\) and duration \(\delta\) are applied with their leading edges separated by \(\Delta\), and a \(\pi\) pulse acts between them. During a gradient pulse a spin at \(\mathbf r\) precesses at the extra angular frequency \(\gamma\,\mathbf g\cdot\mathbf r\), with \(\gamma\) the gyromagnetic ratio. The transverse magnetization is written as a complex number whose phase grows with this frequency. Define

\[
\mathbf q=\frac{\gamma\delta\,\mathbf g}{2\pi}. \tag{1}
\]

In the narrow-pulse limit \(\delta\to0\) at fixed \(\delta\mathbf g\), a spin does not move during a pulse. In practice its displacement along \(\mathbf q\), of order \(\sqrt{2D\delta}\) for diffusion coefficient \(D\), must be small compared with the pore size \(a\) and must produce little phase. The conditions are \(D\delta\ll a^2\) and \((2\pi q)^2D\delta\ll1\).

Let a spin be at \(\mathbf r_0\) during the first pulse and at \(\mathbf r\) during the second. The first pulse gives the factor \(e^{i2\pi\mathbf q\cdot\mathbf r_0}\). The \(\pi\) pulse reverses the accumulated phase, so this becomes \(e^{-i2\pi\mathbf q\cdot\mathbf r_0}\). The second pulse multiplies by \(e^{i2\pi\mathbf q\cdot\mathbf r}\). The net factor,

\[
e^{i2\pi\mathbf q\cdot(\mathbf r-\mathbf r_0)}, \tag{2}
\]

depends on the displacement alone.

Let \(\rho(\mathbf r_0)\) be the normalized density of starting points and \(P(\mathbf r_0|\mathbf r,\Delta)\) the probability density of arriving at \(\mathbf r\) after time \(\Delta\). The signal is the average of (2) over all spins. Relaxation at a rate that is the same everywhere multiplies every contribution equally, and it cancels when the echo is divided by its value at \(q=0\). The normalized echo is therefore

\[
E(\mathbf q,\Delta)=\iint\rho(\mathbf r_0)P(\mathbf r_0|\mathbf r,\Delta)\,
e^{i2\pi\mathbf q\cdot(\mathbf r-\mathbf r_0)}\,d\mathbf r\,d\mathbf r_0. \tag{3}
\]

At fixed \(\mathbf r_0\), replace \(\mathbf r\) by \(\mathbf R=\mathbf r-\mathbf r_0\), for which \(d\mathbf r=d\mathbf R\). Then

\[
E(\mathbf q,\Delta)=\int\bar P(\mathbf R,\Delta)e^{i2\pi\mathbf q\cdot\mathbf R}\,d\mathbf R,
\qquad
\bar P(\mathbf R,\Delta)=\int\rho(\mathbf r_0)P(\mathbf r_0|\mathbf r_0+\mathbf R,\Delta)\,d\mathbf r_0. \tag{4}
\]

The function \(\bar P\) is the average displacement propagator. Equation (4) has not used any law of motion: it holds for flow as well as diffusion.

For free diffusion the displacement \(Z\) along \(\mathbf q\) has the density \(e^{-Z^2/4D\Delta}/\sqrt{4\pi D\Delta}\). Completing the square in the exponent gives

\[
-\frac{Z^2}{4D\Delta}+i2\pi qZ
=-\frac{(Z-i4\pi qD\Delta)^2}{4D\Delta}-4\pi^2q^2D\Delta .
\]

The shifted Gaussian integrates to one after division by its normalization, so

\[
E_{\rm free}=e^{-4\pi^2q^2D\Delta}. \tag{5}
\]

This decreases steadily with \(q\). Minima need something more than free diffusion.

## A closed pore at long times

Take one bounded, connected pore of volume \(V\) with uniform spin density \(\rho=1/V\). Its walls reflect the molecules and cause no relaxation. The propagator obeys \(\partial P/\partial t=D\nabla^2P\) with zero normal derivative at the wall. Choose real orthonormal modes \(u_n\) that satisfy the same wall condition and

\[
-D\nabla^2u_n=\lambda_nu_n. \tag{6}
\]

The expansion

\[
P(\mathbf r_0|\mathbf r,t)=\sum_{n\ge0}u_n(\mathbf r_0)u_n(\mathbf r)e^{-\lambda_nt} \tag{7}
\]

satisfies the diffusion equation term by term. At \(t=0\) completeness makes it \(\delta(\mathbf r-\mathbf r_0)\), as required. It is symmetric in \(\mathbf r_0\) and \(\mathbf r\). With uniform starting density, a displacement \(\mathbf R\) is then as likely as \(-\mathbf R\), so \(E\) is real.

Put (7) into (3). The integral over \(\mathbf r_0\) is the complex conjugate of the one over \(\mathbf r\), because \(u_n\) is real. Hence

\[
E=\sum_{n\ge0}|A_n|^2e^{-\lambda_n\Delta},\qquad
A_n=\frac1{\sqrt V}\int u_n(\mathbf r)e^{i2\pi\mathbf q\cdot\mathbf r}\,d\mathbf r. \tag{8}
\]

To find which terms survive, multiply (6) by \(u_n\) and integrate by parts. The wall term vanishes, leaving \(\lambda_n=D\int|\nabla u_n|^2d\mathbf r\ge0\). A zero eigenvalue requires a constant mode, and a connected pore has one such mode, \(u_0=V^{-1/2}\). Its amplitude is the pore form factor,

\[
A_0=S(\mathbf q)=\frac1V\int_{\rm pore}e^{i2\pi\mathbf q\cdot\mathbf r}\,d\mathbf r. \tag{9}
\]

All other terms decay, so \(E\to|S(\mathbf q)|^2\). The approach can be bounded. Completeness applied to \(e^{i2\pi\mathbf q\cdot\mathbf r}\), whose squared modulus integrates to \(V\), gives \(\sum_n|A_n|^2=1\). The terms with \(n\ge1\) therefore have total weight \(1-|S|^2\), and each decays at least as fast as \(e^{-\lambda_1\Delta}\):

\[
0\le E-|S|^2\le(1-|S|^2)e^{-\lambda_1\Delta}. \tag{10}
\]

The same limit follows from the displacements. After a long time a molecule has forgotten its starting point, so \(P\to1/V\) inside the pore, and \(\bar P(\mathbf R)\) becomes the overlap volume of the pore with a copy shifted by \(\mathbf R\), divided by \(V^2\). The averages over \(\mathbf r_0\) and \(\mathbf r\) in (3) then factor into \(S^*S\).

Two assumptions deserve attention. If the walls relax the spins, the slowest mode \(u_0\) is no longer constant. With a uniform starting density, the normalized echo then tends to \(|\int u_0e^{i2\pi\mathbf q\cdot\mathbf r}d\mathbf r|^2/(\int u_0d\mathbf r)^2\), the squared form factor of that mode. This moves the zeros. For plates a distance \(a\) apart with fully absorbing walls, \(u_0\propto\sin(\pi x/a)\), the limit is \([\cos(\pi qa)/(1-4q^2a^2)]^2\), and the first zero lies at \(qa=3/2\) instead of the value 1 found below for reflecting walls.

If the sample consists of separate pores, a spin ends in the pore where it began. With volume fractions \(f_i\) and individual form factors \(S_i\), the long-time echo is

\[
E_\infty=\sum_if_i|S_i|^2. \tag{11}
\]

This is not the squared form factor of the whole sample. A lattice calculation for two separated pores, 40 and 60 cells long with a gap of 20 cells, gives a long-time echo of 0.2449 at \(q=0.012\) per cell. Equation (11) gives 0.2448, while the squared form factor of the whole would be 0.1699. Since (11) is a sum of non-negative terms, it vanishes at a given \(q\) only if every pore present has a zero there. A continuous spread of sizes thus fills in the zero of any one size.

## Parallel plates

Let the pore be the space \(0<x<a\) between plates, with \(\mathbf q\) along \(x\). Motion parallel to the plates produces no phase. With \(\kappa=2\pi qa\),

\[
S=\frac1a\int_0^ae^{i2\pi qx}\,dx=\frac{e^{i\kappa}-1}{i\kappa}
=e^{i\kappa/2}\,\frac{\sin(\kappa/2)}{\kappa/2},
\qquad
|S|^2=\left[\frac{\sin(\pi qa)}{\pi qa}\right]^2. \tag{12}
\]

The limit has zeros at \(q=m/a\), \(m=1,2,\ldots\). There the phase written across the gap winds through whole turns, and uniformly spread end points cancel. Between zeros, put \(x=\pi qa\) and differentiate:

\[
\frac{d}{dx}\frac{\sin^2x}{x^2}=\frac{2\sin x\,(x\cos x-\sin x)}{x^3}.
\]

The side maxima therefore obey \(\tan x=x\). The first is at \(qa=1.4303\), with height 0.0472.

At small \(q\), expand (4) and use the evenness of \(\bar P\) to obtain \(E=1-2\pi^2q^2\langle Z^2\rangle+\cdots\). At long times the overlap argument gives \(\bar P(Z)=(a-|Z|)/a^2\), so

\[
\langle Z^2\rangle=\frac2{a^2}\int_0^aZ^2(a-Z)\,dZ
=\frac2{a^2}\left(\frac{a^4}{3}-\frac{a^4}{4}\right)=\frac{a^2}{6}. \tag{13}
\]

At long times the initial curvature is therefore a second measure of \(a\) that does not require reaching the minimum. At shorter \(\Delta\) the mean-square displacement has not yet risen to \(a^2/6\), and using (13) would give too small a separation.

For finite \(\Delta\) the other modes are needed. They are \(u_n=\sqrt{2/a}\cos(n\pi x/a)\), with \(\lambda_n=n^2\pi^2D/a^2\). With \(s=x/a\), split the cosine into exponentials and use \(e^{\pm in\pi}=(-1)^n\):

\[
\begin{aligned}
A_n&=\sqrt2\int_0^1\cos(n\pi s)e^{i\kappa s}\,ds\\
&=\frac{(-1)^ne^{i\kappa}-1}{\sqrt2\,i}
\left(\frac1{\kappa+n\pi}+\frac1{\kappa-n\pi}\right)
=\frac{\sqrt2\,\kappa\,[(-1)^ne^{i\kappa}-1]}{i(\kappa^2-n^2\pi^2)}.
\end{aligned}
\]

Let \(y=(\kappa-n\pi)/2\). The bracket has squared modulus \(|e^{2iy}-1|^2=4\sin^2y\), and \((\kappa-n\pi)^2=4y^2\). Thus

\[
|A_n|^2=\frac{2\kappa^2}{(\kappa+n\pi)^2}\left(\frac{\sin y}{y}\right)^2,
\qquad n\ge1. \tag{14}
\]

At \(q=1/a\), \(\kappa=2\pi\) and \(S=0\). For \(n=1\), \(y=\pi/2\), so \(|A_1|^2=(8\pi^2/9\pi^2)(4/\pi^2)=32/(9\pi^2)\). The next mode, which has \(y=0\), contributes \(\tfrac12e^{-4\pi^2D\Delta/a^2}\) and fades much sooner. The leading residue at the would-be zero is

\[
\epsilon=\frac{32}{9\pi^2}e^{-\pi^2D\Delta/a^2}
=0.3603\,e^{-\pi^2D\Delta/a^2}. \tag{15}
\]

The residue also moves the minimum. Put \(qa=1+\eta\) with small \(\eta\). Then (12) gives \(|S|^2\simeq\eta^2\). For \(n=1\), (14) can be written as \(|A_1|^2=4\kappa^2(1+\cos\kappa)/(\kappa^2-\pi^2)^2\). At \(\kappa=2\pi\) the cosine has zero slope, so

\[
\frac{d\ln|A_1|^2}{d\kappa}=\frac2\kappa-\frac{4\kappa}{\kappa^2-\pi^2}
=\frac1\pi-\frac8{3\pi}=-\frac5{3\pi}.
\]

Since \(d\kappa=2\pi\,d\eta\), the logarithmic slope in \(\eta\) is \(-10/3\). Near the minimum, to leading order,

\[
E\simeq\eta^2+\epsilon\left(1-\frac{10}{3}\eta\right),
\qquad \eta_{\min}\simeq\frac53\epsilon. \tag{16}
\]

Shortening \(\Delta\) thus moves the minimum to higher \(q\) and makes the plates seem too close, as long as a minimum remains. When \(\Delta\) is too short, as at \(D\Delta/a^2=0.1\), the echo has no minimum near \(qa=1\).

## Other shapes, and one without minima

For any pore, \(S\) depends on the density projected onto the direction of \(\mathbf q\). For a cylinder of radius \(R\) with \(\mathbf q\) across its axis, the projection at distance \(s\) from the axis is the chord length divided by the area, \(2\sqrt{R^2-s^2}/(\pi R^2)\). With \(s=R\cos\theta\) and \(x=2\pi qR\),

\[
S_{\rm cyl}=\frac2\pi\int_0^\pi\sin^2\theta\cos(x\cos\theta)\,d\theta
=\frac{2J_1(x)}x, \tag{17}
\]

where the last step is the standard integral representation of the Bessel function \(J_1\). For a sphere the projection is \(3(R^2-s^2)/(4R^3)\). In units of \(R\), two integrations by parts give

\[
S_{\rm sph}=\frac34\int_{-1}^1(1-s^2)\cos(xs)\,ds
=\frac3{2x}\int_{-1}^1s\sin(xs)\,ds
=\frac{3(\sin x-x\cos x)}{x^3}. \tag{18}
\]

The first zeros lie at \(q\,(2R)=1.220\) for the cylinder and 1.430 for the sphere. The sphere's zero obeys \(\tan x=x\), the equation for the side maximum of the plates. Reading these zeros as \(1/q\) would give \(1/1.220=0.82\) and \(1/1.430=0.70\) of the true diameter.

Minima are not guaranteed by confinement. Consider a prism whose cross-section is a right triangle, with \(\mathbf q\) along a leg of length \(a\). The projected density is \(2(a-x)/a^2\). With \(k=2\pi qa\), integration by parts gives

\[
S=2\int_0^1(1-s)e^{iks}\,ds=\frac{2(1-e^{ik}+ik)}{k^2}.
\]

The real part of the bracket is \(1-\cos k\) and its imaginary part is \(k-\sin k\), so

\[
|S|^2=\frac{4N}{k^4},\qquad N=k^2+2-2\cos k-2k\sin k. \tag{19}
\]

Here \(N'=2k(1-\cos k)\). Using \(1+\cos k=2\cos^2(k/2)\), \(1-\cos k=2\sin^2(k/2)\) and \(\sin k=2\sin(k/2)\cos(k/2)\),

\[
\begin{aligned}
kN'-4N&=-2k^2(1+\cos k)-8(1-\cos k)+8k\sin k\\
&=-4\left[k\cos(k/2)-2\sin(k/2)\right]^2 .
\end{aligned}
\]

Therefore

\[
\frac{d|S|^2}{dk}=\frac{4(kN'-4N)}{k^5}
=-\frac{16\left[k\cos(k/2)-2\sin(k/2)\right]^2}{k^5}\le0. \tag{20}
\]

The slope touches zero at isolated points but never becomes positive, so the curve has no minimum. At \(qa=1\), where plates give zero, the triangle gives 0.101. Its amplitude is complex, and for \(k>0\) its imaginary part, proportional to \(k-\sin k\), never vanishes. An echo curve without minima therefore does not by itself rule out closed pores.

## Reading a measurement between plates

Take protons in a model liquid with \(D=2.0\times10^{-9}\ \mathrm{m^2/s}\) between plates \(a=10\ \mathrm{\mu m}\) apart. Then \(a^2/D=50\) ms, and the slowest mode decays in \(50/\pi^2=5.07\) ms. The first zero of the long-time limit is at \(1/a=100\ \mathrm{mm^{-1}}\). Equations (8), (12) and (14) give these echoes for ideal pulses:

| \(\Delta\) (ms) | \(qa=0.5\) | \(qa=1\) | \(qa=1.43\) |
|---|---|---|---|
| 5 | 0.593 | 0.144 | 0.0565 |
| 10 | 0.475 | 0.0502 | 0.0482 |
| 20 | 0.415 | 0.00695 | 0.0473 |
| 50 | 0.405 | 0.0000186 | 0.0472 |

At 5 and 10 ms the echo at \(qa=1\) is still higher than at the position of the side maximum. At 20 ms the dip is clear. Equation (15) gives its residue as \(0.3603\,e^{-20/5.07}=0.0070\), about 15% of the side-maximum height. To bring this fraction down to 10% one needs \(\Delta=5.07\ln(0.3603/0.00472)\simeq22\) ms. Free diffusion at \(qa=1\) and 20 ms would leave only \(1.4\times10^{-7}\), so if \(D\) is known independently, the remaining signal is evidence of confinement. If \(D\) is not known, a more slowly diffusing free liquid could give the same echo at this one \(q\) and \(\Delta\).

At 20 ms, (16) predicts a shift of \((5/3)(0.00695)=0.0116\), or a minimum at \(101.2\ \mathrm{mm^{-1}}\). The full mode sum also gives \(101.2\ \mathrm{mm^{-1}}\). At 50 ms the minimum is at \(100.0\ \mathrm{mm^{-1}}\).

Real pulses add another shift. To find it, the magnetization \(m\) is followed through both pulses with the Bloch–Torrey equation,

\[
\frac{\partial m}{\partial t}=D\frac{\partial^2m}{\partial x^2}+i\gamma gx\,m, \tag{21}
\]

with reflecting plates. For \(\delta=1\) ms, reaching \(q=1/a\) requires

\[
g=\frac{2\pi q}{\gamma\delta}
=\frac{2\pi(10^5\ \mathrm{m^{-1}})}{(2.675\times10^8\ \mathrm{rad\,s^{-1}\,T^{-1}})(10^{-3}\ \mathrm s)}
=2.35\ \mathrm{T/m}.
\]

At \(\Delta=50\) ms the minimum then lies at \(101.7\ \mathrm{mm^{-1}}\), and \(1/q\) gives \(9.84\ \mathrm{\mu m}\), 1.6% below the true separation. With \(\delta=0.1\) ms the minimum is at \(100.1\ \mathrm{mm^{-1}}\), but the gradient must be 23.5 T/m.

For the longer pulse \(D\delta/a^2=0.02\) is small, yet \((2\pi q)^2D\delta=4\pi^2(0.02)=0.79\) is not. The small shift of the minimum therefore does not justify using the narrow-pulse formula for the whole echo curve. At \(\Delta=50\) ms, (21) gives an echo of 0.064 at \(qa=1.43\) against 0.047 for ideal pulses, and the initial curvature read with (13) gives a separation 3.5% too small.

The direction of the finite-pulse effect can be understood in part. A pulse of finite length records the phase \(2\pi q\bar x\), where \(\bar x\) is the molecule's mean position during the pulse. Averaging along a path cannot increase the variance of position, and it reduces it when the molecule moves. At low \(q\) and long \(\Delta\) the plates must therefore seem closer together. This argument does not locate the minimum, whose shift in the same direction comes from solving (21). The numerical output below gives most of the values to more digits.

## Table of computed values

```
diffusion coefficient D = 2.00e-09 m^2/s
plate separation a = 10.0 um
proton gyromagnetic ratio = 2.67522e+08 rad/(s T)
diffusion time a^2/D = 50.00 ms
slowest mode decay time a^2/(pi^2 D) = 5.066 ms
first zero q = 1/a = 100.00 mm^-1
first side maximum at q*a = 1.4303 (dimensionless)
height of first side maximum = 0.04719 (dimensionless)
long-time rms displacement = 4.082 um
residue factor 32/(9 pi^2) = 0.3603 (dimensionless)
echo E (dimensionless) at q*a = 0.5, 1, side maximum:
  Delta =  5 ms: 5.934e-01  1.439e-01  5.649e-02
  Delta = 10 ms: 4.748e-01  5.023e-02  4.817e-02
  Delta = 20 ms: 4.149e-01  6.952e-03  4.731e-02
  Delta = 50 ms: 4.053e-01  1.863e-05  4.719e-02
  infinite Delta: 4.053e-01 at 0.5, 4.719e-02 at side maximum
free diffusion E at q*a = 1, 20 ms = 1.39e-07
first minimum, ideal pulses:
  Delta = 20 ms: q = 101.208 mm^-1, E = 6.813e-03
  Delta = 50 ms: q = 100.003 mm^-1, E = 1.863e-05
first minimum, finite pulses, Delta = 50 ms:
  delta = 0.1 ms: D*delta/a^2 = 0.0020 (dimensionless)
    gradient for q = 1/a: 23.487 T/m
    minimum at q = 100.06 mm^-1, E = 1.91e-05
    apparent separation 1/q = 9.994 um
  delta = 1.0 ms: D*delta/a^2 = 0.0200 (dimensionless)
    gradient for q = 1/a: 2.349 T/m
    minimum at q = 101.67 mm^-1, E = 2.22e-05
    apparent separation 1/q = 9.836 um
cylinder: first zero at q*diameter = 1.2197 (dimensionless)
sphere: first zero at q*diameter = 1.4303 (dimensionless)
triangle: limit at q*leg = 1 is 0.1013 (dimensionless)
two pores (40 and 60 cells, gap 20), q = 0.012 per cell:
  long-time echo = 0.2449 (dimensionless)
  volume-weighted mean of squares = 0.2448 (dimensionless)
  squared form factor of the whole = 0.1699 (dimensionless)
```
